# Kink Angle of a Sheared Crack from the Maximum Hoop-Stress Criterion: a numerical check

```python
"""
Result under test: by the maximum hoop-stress criterion a crack in pure
mode II (K_I = 0, K_II > 0) kinks at theta = -arccos(1/3) = -70.53 degrees,
and it starts to grow at K_II = (sqrt(3)/2) K_Ic.

Symbols: r, theta = polar coordinates at the crack tip (theta = 0 ahead);
K_I, K_II = opening and shear stress intensity factors; K_Ic = toughness;
a = half-length of the crack; T = uniform stress parallel to the crack.
The reference is the complete field of a finite crack in a large sheet.
In the field functions lengths are in units of a, and zeta = z - a is the
complex position measured from the right-hand tip.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq, minimize_scalar


def sheet_stress(zeta, shear=1.0, opening=0.0, parallel=0.0):
    """Stresses xx, yy, xy for remote shear, equibiaxial tension and T."""
    root = np.sqrt(zeta) * np.sqrt(2 + zeta)
    Z, dZ, y = (1 + zeta) / root, -1 / root**3, np.imag(zeta)
    xx = shear * (2 * Z.imag + y * dZ.real) + opening * (Z.real - y * dZ.imag)
    yy = -shear * y * dZ.real + opening * (Z.real + y * dZ.imag)
    xy = shear * (Z.real - y * dZ.imag) - opening * y * dZ.real
    return xx + parallel, yy, xy


def polar_stress(theta, r, **load):
    """Hoop stress and polar shear stress."""
    xx, yy, xy = sheet_stress(r * np.exp(1j * theta), **load)
    s, c = np.sin(theta), np.cos(theta)
    return xx*s*s + yy*c*c - 2*xy*s*c, (yy - xx)*s*c + xy*(c*c - s*s)


def hoop_peak(r, **load):
    """Angle and height of the largest hoop stress at distance r."""
    grid = np.linspace(-3.1, 3.1, 1241)
    start = grid[np.argmax(polar_stress(grid, r, **load)[0])]
    best = minimize_scalar(lambda t: -polar_stress(t, r, **load)[0],
                           bounds=(start - 0.02, start + 0.02),
                           method="bounded", options={"xatol": 1e-10})
    return best.x, -best.fun


# --- the reference field solves the elastic crack problem
for p in (0.3 + 0.4j, -0.8 + 0.5j, 0.2 - 0.6j):
    for load in ({"shear": 1.0}, {"shear": 0.0, "opening": 1.0}):
        def S(q):
            return np.array(sheet_stress(q, **load))
        h = 1e-4
        dx = (S(p + h) - S(p - h)) / (2 * h)
        dy = (S(p + 1j*h) - S(p - 1j*h)) / (2 * h)
        assert abs(dx[0] + dy[2]) < 1e-5 and abs(dx[2] + dy[1]) < 1e-5
        h = 1e-3
        lap = (S(p+h) + S(p-h) + S(p+1j*h) + S(p-1j*h) - 4*S(p)) / h**2
        assert abs(lap[0] + lap[1]) < 1e-3
for side in (1e-12j, -1e-12j):
    for load in ({"shear": 1.0}, {"shear": 0.0, "opening": 1.0}):
        face = sheet_stress(-0.5 + side, **load)
        assert abs(face[1]) < 1e-10 and abs(face[2]) < 1e-10
assert np.allclose(sheet_stress(1e4 * np.exp(1j)), (0, 0, 1), atol=1e-6)

# --- singular exponent from free faces, and the Airy function itself
def face_determinant(lam):
    p, m = (lam + 1) * np.pi, (lam - 1) * np.pi
    return (np.sin(p) * (lam - 1) * np.cos(m)
            - np.sin(m) * (lam + 1) * np.cos(p))


scan = np.linspace(0.013, 0.987, 400)
values = face_determinant(scan)
changes = np.where(values[:-1] * values[1:] < 0)[0]
assert len(changes) == 1
exponent = brentq(face_determinant, scan[changes[0]], scan[changes[0] + 1])
assert abs(exponent - 0.5) < 1e-10

R, Q = sp.symbols("R Q", positive=True)
airy = -R**sp.Rational(3, 2) * (sp.sin(3*Q/2) + sp.sin(Q/2))


def laplacian(f):
    return sp.diff(f, R, 2) + sp.diff(f, R)/R + sp.diff(f, Q, 2)/R**2


biharmonic = sp.lambdify((R, Q), sp.simplify(laplacian(laplacian(airy))))
hoop_airy = sp.lambdify((R, Q), sp.diff(airy, R, 2))
shear_airy = sp.lambdify((R, Q), -sp.diff(sp.diff(airy, Q)/R, R))
angles = np.linspace(-3.05, 3.05, 123)
assert max(abs(biharmonic(0.7, t)) for t in angles) < 1e-10


def hoop_factor(t):
    return -1.5 * np.sin(t) * np.cos(t / 2)


def shear_factor(t):
    return 0.5 * np.cos(t / 2) * (3 * np.cos(t) - 1)


assert np.allclose(hoop_airy(1.0, angles), hoop_factor(angles), atol=1e-12)
assert np.allclose(shear_airy(1.0, angles), shear_factor(angles), atol=1e-12)

# --- near-tip formulas against the complete field
r_near = 1e-6
scale = np.sqrt(2 * np.pi * r_near) / np.sqrt(np.pi)
hoop_num, shear_num = polar_stress(angles, r_near)
assert np.allclose(hoop_num * scale, hoop_factor(angles), atol=2e-5)
assert np.allclose(shear_num * scale, shear_factor(angles), atol=2e-5)
dt = 1e-4
slope = (polar_stress(angles + dt, r_near)[0]
         - polar_stress(angles - dt, r_near)[0]) / (2 * dt)
assert np.allclose(slope * scale, -1.5 * shear_num * scale, atol=5e-5)

theta_formula = -np.arccos(1 / 3)
theta_num, peak_num = hoop_peak(r_near)
assert abs(theta_num - theta_formula) < 1e-5
assert abs(peak_num * scale - 2 / np.sqrt(3)) < 1e-5
assert abs(polar_stress(theta_num, r_near)[1] * scale) < 1e-5
dt = 1e-2
curvature = scale * (polar_stress(theta_num + dt, r_near)[0] - 2*peak_num
                     + polar_stress(theta_num - dt, r_near)[0]) / dt**2
assert abs(curvature + np.sqrt(3)) < 1e-3
theta_reversed, _ = hoop_peak(r_near, shear=-1.0)
assert abs(theta_reversed + theta_formula) < 1e-5
theta_open, peak_open = hoop_peak(r_near, shear=0.0, opening=1.0)
assert abs(theta_open) < 1e-5
critical_ratio = peak_open / peak_num
assert abs(critical_ratio - np.sqrt(3) / 2) < 1e-5
face_tension = sheet_stress(-r_near - 1e-18j)[0] * scale
assert abs(face_tension - 2) < 1e-5


def mixed_angle(k1, k2):
    return 2 * np.arctan((k1 - np.sqrt(k1**2 + 8*k2**2)) / (4*k2))


for k1 in (0.1, 0.5, 1.0, 3.0):
    found, _ = hoop_peak(r_near, opening=k1)
    assert abs(found - mixed_angle(k1, 1.0)) < 1e-5

# --- worked example: rough typical values for a glass package core
half_length = 20e-6          # m
toughness = 0.75e6           # Pa sqrt(m)
strength = 5e9               # Pa, local strength without flaws
parallel_stress = 50e6       # Pa
opening_fraction = 0.10      # remote opening stress / remote shear
closing_pressure, friction = 20e6, 0.3
gradient = 0.20              # relative change of shear over one half-length
moist_fraction = 0.4         # growth in moist air / toughness

K2_crit = np.sqrt(3) / 2 * toughness
tau_crit = K2_crit / np.sqrt(np.pi * half_length)
r_c = (toughness / strength)**2 / (2 * np.pi)
rho = r_c / half_length
theta_c, peak_c = hoop_peak(rho)
tau_direct = strength / peak_c
assert abs(tau_direct / tau_crit - 1) < 2e-3
r_probe = 0.1e-6
hoop_probe = tau_crit * hoop_peak(r_probe / half_length)[1]

# --- effects left out of the simple result
theta_mix, peak_mix = hoop_peak(r_near, opening=opening_fraction)
tau_mix = tau_crit * peak_num / peak_mix
theta_T, _ = hoop_peak(rho, parallel=parallel_stress / tau_crit)
shift_T = theta_T - theta_c
q_T = parallel_stress * np.sqrt(2 * np.pi * r_c) / K2_crit
shift_T_formula = -4 * np.sqrt(6) / 27 * q_T
assert abs(shift_T / shift_T_formula - 1) < 0.05   # second order in q_T
tau_friction = tau_crit + friction * closing_pressure


def linear_shear_Z(zeta):
    """Crack solution when the uncracked shear on the line equals x/a."""
    return ((1 + zeta)**2 - 0.5) / (np.sqrt(zeta) * np.sqrt(2 + zeta))


assert abs(linear_shear_Z(-0.4 + 1e-12j).real) < 1e-10
assert abs(linear_shear_Z(1e3 + 0j) - (1 + 1e3)) < 1e-6
K_linear = linear_shear_Z(r_near + 0j).real * scale
assert abs(K_linear - 0.5) < 1e-5
K_gradient = 1 + gradient * K_linear


def kinked_crack(angle, kink, n_main):
    """Slip + i*opening of each element; kink length is in units of a.
    Each element is a pair of edge dislocations; elastic prefactor is 1."""
    n_kink = int(round(n_main * np.sqrt(kink / 2)))

    def points(n, offset, count):
        return -np.cos(np.pi * (np.arange(count) + offset) / n)

    main, side = points(n_main, 0, n_main + 1), points(n_kink, 0, n_kink + 1)
    ray = kink * np.exp(1j * angle) / 2
    side = 1 + ray * (1 + side)
    begin = np.concatenate([main[:-1], side[:-1]])
    end = np.concatenate([main[1:], side[1:]])
    centre = np.concatenate([points(n_main, 0.5, n_main),
                             1 + ray * (1 + points(n_kink, 0.5, n_kink))])
    tilt = np.concatenate([np.zeros(n_main), np.full(n_kink, angle)])
    phase = np.exp(2j * tilt)

    def traction(w, b):
        g = -1j * b
        return (2 * (g / w).real + phase[:, None]
                * (np.conj(g) / w - g * np.conj(w) / w**2))

    w_end = centre[:, None] - end[None, :]
    w_begin = centre[:, None] - begin[None, :]
    cx, cy = [traction(w_end, b) - traction(w_begin, b) for b in (1, 1j)]
    matrix = np.block([[cx.real, cy.real], [cx.imag, cy.imag]])
    applied = 1j * phase
    x = np.linalg.solve(matrix, -np.concatenate([applied.real, applied.imag]))
    n = len(centre)
    return (x[:n] + 1j * x[n:]) * np.exp(-1j * tilt), n_kink


# A kink of zero angle must give back a straight crack of greater length.
kink_length = 0.02
straight, n_k = kinked_crack(0.0, kink_length, 400)
total_half = 1 + kink_length / 2
assert abs(straight.real.max() * 2 * np.pi / total_half - 1) < 0.01
tip_exact = (np.sqrt(2 * total_half * kink_length) / (4 * np.pi)
             * np.pi / (2 * n_k))
assert abs(straight[-1].real / tip_exact - 1) < 0.03
assert np.max(abs(straight.imag)) < 1e-8


def shear_free_angle(kink, n_main):
    def tip_ratio(t):
        tip = kinked_crack(t, kink, n_main)[0][-1]
        return tip.real / tip.imag
    root = brentq(tip_ratio, np.radians(-88), np.radians(-60), xtol=1e-5)
    assert kinked_crack(root, kink, n_main)[0][-1].imag > 0
    return np.degrees(root)


kink_coarse = shear_free_angle(0.02, 200)
kink_fine = shear_free_angle(0.02, 400)
kink_short = shear_free_angle(0.005, 400)
assert abs(kink_fine - kink_coarse) < 1.0
assert abs(kink_short - kink_fine) < 1.0
kink_difference = abs(kink_short) - abs(np.degrees(theta_formula))
assert 2 < kink_difference < 12

deg = np.degrees
MPa = 1e6
print(f"singular exponent lambda: {exponent:.4f}")
print(f"kink angle, formula: {deg(theta_formula):.4f} deg")
print(f"kink angle, complete field at r/a=1e-6: {deg(theta_num):.4f} deg")
print(f"kink angle for reversed shear: {deg(theta_reversed):.4f} deg")
print(f"peak hoop factor: {peak_num*scale:.5f}")
print(f"second derivative of hoop factor: {curvature:.4f}")
print(f"tension factor along lower face: {face_tension:.4f}")
print(f"critical K_II/K_Ic: {critical_ratio:.5f}")
for d in (-150, -110, -70.5288, -30, 0, 70.5288):
    t = np.radians(d)
    print(f"hoop, shear factors at {d:.1f} deg: "
          f"{hoop_factor(t):.4f}, {shear_factor(t):.4f}")
for ratio in (0.1, 0.01, 0.001):
    print(f"peak angle at r/a={ratio:g}: {deg(hoop_peak(ratio)[0]):.3f} deg")
print(f"INPUT half-length: {half_length*1e6:.1f} um")
print(f"INPUT toughness: {toughness/MPa:.2f} MPa sqrt(m)")
print(f"INPUT local strength: {strength/1e9:.1f} GPa")
print(f"critical K_II: {K2_crit/MPa:.4f} MPa sqrt(m)")
print(f"critical remote shear, formula: {tau_crit/MPa:.2f} MPa")
print(f"critical remote shear, complete field: {tau_direct/MPa:.2f} MPa")
print(f"process distance r_c: {r_c*1e9:.2f} nm; r_c/a: {rho:.2e}")
print(f"peak angle at r_c: {deg(theta_c):.4f} deg")
print(f"peak hoop stress at r={r_probe*1e9:.0f} nm: {hoop_probe/MPa:.0f} MPa")
print(f"INPUT opening/shear load: {opening_fraction:.2f}")
print(f"kink angle with opening: {deg(theta_mix):.2f} deg")
print(f"critical shear with opening: {tau_mix/MPa:.2f} MPa")
print(f"INPUT parallel stress T: {parallel_stress/MPa:.0f} MPa")
print(f"T sqrt(2 pi r_c)/K_II: {q_T:.5f}")
print(f"angle shift by T, complete field: {deg(shift_T):.3f} deg")
print(f"angle shift by T, first order: {deg(shift_T_formula):.3f} deg")
print(f"INPUT closing pressure: {closing_pressure/MPa:.0f} MPa; "
      f"friction coefficient: {friction:.1f}")
print(f"critical shear with friction: {tau_friction/MPa:.2f} MPa")
print(f"INPUT shear gradient per half-length: {gradient:.2f}")
print(f"K_II factor at the more loaded tip: {K_gradient:.3f}")
print(f"critical mid-crack shear with gradient: "
      f"{tau_crit/K_gradient/MPa:.2f} MPa")
print(f"INPUT moist growth level / toughness: {moist_fraction:.1f}")
print(f"shear for growth in moist air: {moist_fraction*tau_crit/MPa:.2f} MPa")
print(f"shear-free kink, length 0.02a, coarse: {kink_coarse:.2f} deg")
print(f"shear-free kink, length 0.02a, fine: {kink_fine:.2f} deg")
print(f"shear-free kink, length 0.005a: {kink_short:.2f} deg")
print(f"steeper than hoop-stress angle by: {kink_difference:.1f} deg")
print("done: every assertion held")
```

Running it gives:

```
singular exponent lambda: 0.5000
kink angle, formula: -70.5288 deg
kink angle, complete field at r/a=1e-6: -70.5287 deg
kink angle for reversed shear: 70.5287 deg
peak hoop factor: 1.15470
second derivative of hoop factor: -1.7320
tension factor along lower face: 2.0000
critical K_II/K_Ic: 0.86603
hoop, shear factors at -150.0 deg: 0.1941, -0.4656
hoop, shear factors at -110.0 deg: 0.8085, -0.5811
hoop, shear factors at -70.5 deg: 1.1547, -0.0000
hoop, shear factors at -30.0 deg: 0.7244, 0.7718
hoop, shear factors at 0.0 deg: -0.0000, 1.0000
hoop, shear factors at 70.5 deg: -1.1547, -0.0000
peak angle at r/a=0.1: -62.499 deg
peak angle at r/a=0.01: -69.634 deg
peak angle at r/a=0.001: -70.439 deg
INPUT half-length: 20.0 um
INPUT toughness: 0.75 MPa sqrt(m)
INPUT local strength: 5.0 GPa
critical K_II: 0.6495 MPa sqrt(m)
critical remote shear, formula: 81.94 MPa
critical remote shear, complete field: 81.95 MPa
process distance r_c: 3.58 nm; r_c/a: 1.79e-04
peak angle at r_c: -70.5127 deg
peak hoop stress at r=100 nm: 944 MPa
INPUT opening/shear load: 0.10
kink angle with opening: -68.63 deg
critical shear with opening: 78.19 MPa
INPUT parallel stress T: 50 MPa
T sqrt(2 pi r_c)/K_II: 0.01155
angle shift by T, complete field: -0.238 deg
angle shift by T, first order: -0.240 deg
INPUT closing pressure: 20 MPa; friction coefficient: 0.3
critical shear with friction: 87.94 MPa
INPUT shear gradient per half-length: 0.20
K_II factor at the more loaded tip: 1.100
critical mid-crack shear with gradient: 74.49 MPa
INPUT moist growth level / toughness: 0.4
shear for growth in moist air: 32.78 MPa
shear-free kink, length 0.02a, coarse: -76.83 deg
shear-free kink, length 0.02a, fine: -76.74 deg
shear-free kink, length 0.005a: -77.34 deg
steeper than hoop-stress angle by: 6.8 deg
done: every assertion held
```
